# Methfessel–Paxton smearing: error order, negative occupations and multiple Fermi levels

## A gap with three Fermi levels

A half-filled dimerized chain with hoppings 1.3 and 0.7 eV has a gap of 1.2 eV. With first-order Methfessel–Paxton smearing of width $\sigma=0.3$ eV, three different Fermi levels give the correct electron number: $-0.417$, $0$ and $0.417$ eV, measured from midgap. At the highest of them some state has occupation $-0.035$; at the lowest some state has occupation $1.035$. At all three the band energy lies about 1.0 meV per cell and spin below that of the exactly filled valence band. None of this is a programming error. It follows from the property that makes the method accurate in metals.

Throughout, the one-electron levels $\varepsilon$ are fixed, so self-consistent changes of the levels are not treated. Numbers and energies are per spin and per unit cell. I write $x=(\varepsilon-\mu)/\sigma$, where $\mu$ is the Fermi level, and use the physicists' Hermite polynomials,

$$H_m(x)e^{-x^2}=(-1)^m\frac{d^m}{dx^m}e^{-x^2}. \tag{1}$$

## Smeared delta function and occupation

Expand $\delta(x)=\sum_m B_mH_m(x)e^{-x^2}$. Multiplying by $H_m$, integrating, and using $\int H_mH_ne^{-x^2}dx=\sqrt\pi\,2^m m!\,\delta_{mn}$ gives

$$B_m=\frac{H_m(0)}{\sqrt\pi\,2^m m!}.$$

The generating function $e^{2xt-t^2}=\sum_m H_m(x)t^m/m!$ at $x=0$ is $\sum_n(-1)^nt^{2n}/n!$. Hence odd polynomials vanish at the origin and $H_{2n}(0)=(-1)^n(2n)!/n!$. With $A_n=B_{2n}$, truncation at order $N$ gives

$$D_N(x)=\sum_{n=0}^N A_nH_{2n}(x)e^{-x^2},\qquad A_n=\frac{(-1)^n}{n!\,4^n\sqrt\pi}. \tag{2}$$

The occupation replaces the step $\theta(-x)=\int_x^\infty\delta(t)\,dt$ by $f_N(x)=\int_x^\infty D_N(t)\,dt$. Equation (1) implies $\frac{d}{dx}[H_{m-1}e^{-x^2}]=-H_me^{-x^2}$, so for $m\ge1$

$$\int_x^\infty H_m(t)e^{-t^2}dt=H_{m-1}(x)e^{-x^2}. \tag{3}$$

The term $n=0$ integrates to a complementary error function. Therefore

$$f_N(x)=\tfrac12\operatorname{erfc}(x)+\sum_{n=1}^N A_nH_{2n-1}(x)e^{-x^2}. \tag{4}$$

Since $D_N$ is even and has unit integral, $f_N(-x)=1-f_N(x)$ and $f_N(0)=\tfrac12$. The case $N=0$ is Gaussian smearing. In code, the polynomials follow from $H_{m+1}=2xH_m-2mH_{m-1}$ with $H_0=1$ and $H_1=2x$.

## Which moments vanish

Let $T_N(q)=\int D_N(x)e^{-iqx}dx$. The transform of $e^{-x^2}$ is $\sqrt\pi\,e^{-q^2/4}$, and $2n$ derivatives multiply it by $(iq)^{2n}=(-1)^nq^{2n}$. This sign cancels the one in $A_n$:

$$T_N(q)=e^{-z}\sum_{n=0}^N\frac{z^n}{n!},\qquad z=\frac{q^2}{4}. \tag{5}$$

The sum is a truncated exponential series, so $0<T_N\le1$ and $T_N\to1$ at every $q$ as $N\to\infty$. For a test function with an integrable Fourier transform, dominated convergence then gives $\int\phi D_N\,dx\to\phi(0)$. This is the sense in which the series represents a delta function.

At small $q$ the missing terms give

$$T_N=1-e^{-z}\sum_{n>N}\frac{z^n}{n!}=1-\frac{q^{2N+2}}{4^{N+1}(N+1)!}+O(q^{2N+4}).$$

Compare this with $T_N=\sum_m(-iq)^mM_m/m!$, where $M_m=\int x^mD_N\,dx$. Moments 1 to $2N+1$ vanish. At order $2N+2$ the factor $(-i)^{2N+2}=(-1)^{N+1}$ gives

$$M_{2N+2}=(2N+2)!\,C_N,\qquad C_N=\frac{(-1)^N}{4^{N+1}(N+1)!}. \tag{6}$$

## Error at fixed Fermi level

Let the k-mesh be converged, so that sums over states are energy integrals. Let $F(\varepsilon)$ be the density of states $g$ times the quantity being summed, and $G(\varepsilon)=\int_{-\infty}^{\varepsilon}F\,d\varepsilon'$. The sharp result is $G(\mu)$. For the smeared one, integrate by parts. The boundary terms vanish because $G\to0$ below the spectrum and $f_N$ decays as a Gaussian above it. With $df_N/d\varepsilon=-D_N/\sigma$,

$$\int Ff_N\,d\varepsilon=\int G(\mu+\sigma x)D_N(x)\,dx. \tag{7}$$

Taylor expansion of $G$ about $\mu$ produces the moments of $D_N$. The zeroth gives $G(\mu)$, the next $2N+1$ vanish, and (6) supplies the first survivor. Since $G^{(2N+2)}=F^{(2N+1)}$,

$$\int Ff_N\,d\varepsilon-\int_{-\infty}^{\mu}F\,d\varepsilon=C_N\sigma^{2N+2}F^{(2N+1)}(\mu)+O(\sigma^{2N+4}). \tag{8}$$

The next moment, of order $2N+3$, is zero by parity. The remainder is then controlled by the largest $|G^{(2N+4)}|$ near $\mu$.

This requires $F$ to be smooth only in a window $|\varepsilon-\mu|<L$. Singularities outside it contribute terms of order $e^{-L^2/\sigma^2}$ times powers of $L/\sigma$, because $D_N$ is a polynomial times a Gaussian. In practice $L$ must be several $\sigma$. If $F^{(2N+1)}(\mu)=0$, the error is of higher order.

**Failure at a band edge.** Suppose a constant density $g_0$ starts at $\mu$ itself. The sharp number of electrons in this band is zero, and the smeared number is

$$g_0\sigma\int_0^\infty f_N\,dx=g_0\sigma\int_0^\infty xD_N\,dx=g_0\sigma\frac{(2N)!}{2\sqrt\pi\,4^N(N!)^2}. \tag{9}$$

The first equality is an integration by parts; the last follows from (12) below at $x=0$. The coefficients are 0.282, 0.141 and 0.106 for $N=0,1,2$. The error is of first order in $\sigma$ for every $N$, and raising $N$ reduces it only slowly.

## Error at fixed electron number

A calculation normally fixes the electron number, not $\mu$. Let $\mu_0$ be the sharp Fermi level, with $g(\mu_0)\ne0$, and $\mu=\mu_0+\delta\mu$. Setting $F=g$ in (8) and requiring the number to be unchanged gives, to leading order,

$$g(\mu_0)\,\delta\mu+C_N\sigma^{2N+2}g^{(2N+1)}(\mu_0)=0.$$

For the band energy $E$ set $F=\varepsilon g$. Leibniz's rule gives $(\varepsilon g)^{(2N+1)}=\varepsilon g^{(2N+1)}+(2N+1)g^{(2N)}$. The shift of $\mu$ adds $\mu_0g(\mu_0)\delta\mu$, which cancels the term containing $\mu_0g^{(2N+1)}$. What remains is

$$E-E_0=(2N+1)C_N\sigma^{2N+2}g^{(2N)}(\mu_0)+O(\sigma^{2N+4}), \tag{10}$$

where $E_0$ is the sharp band energy. The cancellation is required physically: moving the zero of energy cannot alter the error at fixed number.

### The matching free energy

A functional that is stationary with respect to the occupations at fixed number needs an entropy-like term. Define $\mathcal F=E-\sigma\sum s_N$. With $ds_N=x\,df_N$,

$$d\mathcal F=\sum(\varepsilon-\sigma x)\,df_N=\mu\,dN_e, \tag{11}$$

which vanishes at fixed electron number $N_e$. Because $df_N=-D_N\,dx$ and $s_N(\infty)=0$, we have $s_N(x)=\int_x^\infty tD_N(t)\,dt$. Use $tH_{2n}=\tfrac12H_{2n+1}+2nH_{2n-1}$ and (3):

$$s_N=\sum_{n=0}^NA_n\left[\tfrac12H_{2n}+2nH_{2n-2}\right]e^{-x^2},$$

where the second term is absent for $n=0$. From (2), $A_n=-A_{n-1}/(4n)$, so $2nA_n=-\tfrac12A_{n-1}$. Each second term cancels the first term of the preceding $n$, leaving

$$s_N(x)=\tfrac12A_NH_{2N}(x)e^{-x^2}. \tag{12}$$

To sum this over a smooth density, expand $g(\mu+\sigma x)$. Powers below $x^{2N}$ are orthogonal to $H_{2N}$, and $\int x^{2N}H_{2N}e^{-x^2}dx=(2N)!\sqrt\pi$ by repeated integration by parts. Thus

$$\sigma\sum s_N\simeq\tfrac12\sqrt\pi\,A_N\,\sigma^{2N+2}g^{(2N)}=2(N+1)C_N\sigma^{2N+2}g^{(2N)}.$$

One factor of $\sigma$ is explicit, one comes from $d\varepsilon=\sigma\,dx$, and $2N$ come from the Taylor term. Subtracting from (10) gives $(2N+1)-(2N+2)=-1$:

$$\mathcal F-E_0=-C_N\sigma^{2N+2}g^{(2N)}(\mu_0)+O(\sigma^{2N+4}). \tag{13}$$

The leading errors of $E$ and $\mathcal F$ have opposite signs, and their magnitudes have the ratio $2N+1$. The combination $[E+(2N+1)\mathcal F]/(2N+2)$ therefore removes the leading error under the same smoothness conditions.

### Metallic example

Take a chain with $\varepsilon=-2t\cos k$, $t=1$ eV, and filling 0.4 per spin. Its Fermi level, $-0.618$ eV, is well away from the band edges at $\pm2$ eV, and $g(\mu_0)=0.16735$ eV$^{-1}$. For $N=0$ and $\sigma=0.05$ eV, (10) gives

$$\tfrac14(0.05)^2(0.16735)\ \text{eV}=1.046\times10^{-4}\ \text{eV},$$

in agreement with the direct sum over states. The band-energy errors are:

| $N$ | $\sigma=0.10$ eV | $\sigma=0.05$ eV | observed order |
|---|---|---|---|
| 0 | $4.19\times10^{-4}$ eV | $1.05\times10^{-4}$ eV | 2.00 |
| 1 | $-5.78\times10^{-7}$ eV | $-3.58\times10^{-8}$ eV | 4.01 |
| 2 | $3.39\times10^{-9}$ eV | $5.16\times10^{-11}$ eV | 6.04 |

The order is the base-2 logarithm of the ratio of the two errors. The alternating sign is that of $C_N$, since the even derivatives of $g$ used here are positive. At $\sigma=0.05$ eV and $N=1$ the free-energy error is $1.192\times10^{-8}$ eV, and $3.579/1.192=3.00$, as (10) and (13) require.

## The mesh sees the same function

These small errors presuppose a converged mesh. For a chain sampled at $k_j=2\pi j/M$, Poisson summation writes the mesh average of the occupation as $\sum_m c_{mM}$, where

$$c_l=\frac1{2\pi}\int_{-\pi}^{\pi}f(k)e^{-ilk}dk.$$

The term $m=0$ is the converged result; the others are the mesh error. A sharp occupation of $|k|<k_F$ has $c_l=\sin(lk_F)/(\pi l)$. Near each Fermi point put $\varepsilon-\mu\simeq v(|k|-k_F)$, with $v=d\varepsilon/dk$ at $k_F$. Smearing then convolves the step with $D_N$ of width $\sigma/v$ in $k$, which multiplies $c_l$ by $T_N(l\sigma/v)$. Keeping $m=\pm1$,

$$\Delta n\simeq\frac{2\sin(Mk_F)}{\pi M}\,T_N\!\left(\frac{M\sigma}{v}\right). \tag{14}$$

Equation (5) shows that $T_N$ grows with $N$ at fixed nonzero $q$. The flatness of $T_N$ near $q=0$ makes the smearing error small; its slower decay at large $q$ makes the mesh error large. For $M=211$ and $\sigma=0.04$ eV, with $\mu$ held at $\mu_0$, the mesh errors of the electron number are $2.1\times10^{-5}$, $1.26\times10^{-4}$ and $3.80\times10^{-4}$ for $N=0,1,2$. Equation (14) reproduces them within 3% at this $M$; at $M=212$ and $213$ the deviation reaches about 10%. The sharp step gives $2.84\times10^{-3}$.

When $N$ is raised, convergence with the mesh must therefore be checked again. The advantage of larger $N$ lies in permitting a larger $\sigma$, provided that the density of states remains smooth over the wider window.

## Why occupations leave the interval from 0 to 1

For any even smeared delta function with sufficiently fast decay, two steps connect its second moment to the occupation. Evenness halves the range, and integration by parts gives

$$M_2=2\int_0^\infty x^2D\,dx=4\int_0^\infty xf(x)\,dx. \tag{15}$$

For $N\ge1$, $M_2=0$. But $f_N(0)=\tfrac12$ and $f_N$ is continuous, so the integrand is positive near the origin. It must be negative elsewhere: some $x>0$ has $f_N(x)<0$, and then $f_N(-x)=1-f_N(x)>1$. Conversely, a continuous occupation with this symmetry that stays between 0 and 1 has $M_2>0$, and its error is generally of order $\sigma^2$.

For $N=1$, insert $H_1=2x$ and $H_2=4x^2-2$:

$$D_1=\frac{e^{-x^2}}{\sqrt\pi}\left(\frac32-x^2\right),\qquad f_1=\tfrac12\operatorname{erfc}(x)-\frac{x\,e^{-x^2}}{2\sqrt\pi}. \tag{16}$$

Because $f_1'=-D_1$, the occupation falls between $x=-\sqrt{3/2}$ and $x=\sqrt{3/2}=1.2247$, where it reaches its minimum, $-0.0355$. It then rises towards zero from below. It changes sign at $x_0=0.8419$. For $N=2$ the minimum is deeper, $-0.0516$.

A negative $f$ is a quadrature weight, not a probability. In a metal with smooth $g$, these weights cancel the $\sigma^2$ error. In a gap $g$ vanishes near $\mu$, so there is no power-law error to cancel; the weights act instead on the states in the bands, and $g$ is not smooth at the band edges. Code that takes $\sqrt f$, or assumes a non-negative electron density, needs a separate check: where an orbital with negative occupation dominates, the density is negative too.

## Why the Fermi level need not be unique

Differentiating the electron number gives

$$\frac{dN_e}{d\mu}=\frac1\sigma\sum D_N\!\left(\frac{\varepsilon-\mu}{\sigma}\right). \tag{17}$$

For $N=0$ every term is positive, so the solution is unique in exact arithmetic. For $N=1$ a level farther than $\sqrt{3/2}\,\sigma$ from $\mu$ contributes negatively. If all levels are that far away, adding to $\mu$ removes electrons.

Consider a half-filled spectrum symmetric about midgap, taken as zero energy. Let $h(\mu)$ be $N_e$ minus its target. By symmetry $h$ is odd, so $\mu=0$ is a solution. If the gap $\Delta$ satisfies

$$\Delta>2\sqrt{3/2}\,\sigma=\sqrt6\,\sigma=2.449\,\sigma, \tag{18}$$

then $h'(0)<0$, and $h$ is negative just above midgap. Far above the spectrum all states are filled and $h>0$, so there is another solution at positive $\mu$, and its mirror image at negative $\mu$. There are at least three.

For two levels, (18) is also the threshold. Set $a=\sqrt{3/2}$, $d=\Delta/(2\sigma)\le a$ and $y=\mu/\sigma>0$. Then $h=f_1(d-y)-f_1(d+y)$, and it is positive in every case:

- If $y\ge d$, the first term is at least $\tfrac12$ and the second is below $\tfrac12$.
- If $y<d$ and $d+y\le a$, $f_1$ is decreasing over the whole interval.
- Otherwise put $s=d+y-a$, so $0<s<a$. Since $d\le a$, we have $d-y\le a-s$, and hence $f_1(d-y)\ge f_1(a-s)$. It remains to show that $\int_{a-s}^{a+s}D_1\,dx>0$. Pairing points $a\pm u$, the sum of the two integrands is positive if $e^{4au}>(2a+u)/(2a-u)$. The logarithm of the right side is convex for $u>0$ (its second derivative is $(2a-u)^{-2}-(2a+u)^{-2}>0$), vanishes at $u=0$ and equals $\ln3$ at $u=a$, so it is at most $(u/a)\ln3$, below $4au=6u/a$.

Thus no second solution exists at or below the threshold.

For two levels and any $N\ge1$, a wide enough gap also gives at least three solutions. Choose $b>0$ with $f_N(b)<0$ and place $\mu$ a distance $b\sigma$ below the upper level. The lower level's deviation from full occupation tends to zero as the gap widens, so $h<0$ there. Oddness and the limits $h\to\pm1$ complete the argument. A scan at $\Delta=8\sigma$ finds 1, 3, 5 and 7 solutions for $N=0,1,2,3$.

Without the symmetry, (17) still gives a negative slope for $N=1$ wherever every level is farther than $\sqrt{3/2}\,\sigma$ from $\mu$ (the far tail of $D_N$ has the sign $(-1)^N$ of $A_N$, so for even $N$ distant levels give a positive slope), but the number of solutions at the target filling must be found by a scan.

## The three solutions compared

The dimerized chain has $\varepsilon=\pm\sqrt{t_1^2+t_2^2+2t_1t_2\cos k}$, with band edges at $\pm|t_1-t_2|=\pm0.6$ eV. Here $\Delta/\sigma=1.2/0.3=4$, above the threshold. The slope at midgap is $-0.0185$ eV$^{-1}$. Energies below are relative to the filled valence band:

| $\mu$ (eV) | $E$ (meV) | $\mathcal F$ (meV) |
|---|---|---|
| $-0.417$ | $-1.011$ | $1.621$ |
| $0$ | $-0.995$ | $0.114$ |
| $0.417$ | $-1.011$ | $1.621$ |

At the upper solution the conduction edge is $(0.600-0.417)/0.3=0.61$ widths above $\mu$, closer than $x_0=0.842$. This is necessary because every valence state is full to within $10^{-5}$. Positive occupations near the conduction edge must then cancel the negative ones higher up.

The negative band energy at midgap follows directly. A pair of levels $\pm\varepsilon$ changes the energy by $2\varepsilon f_1(\varepsilon/\sigma)$, which is negative because every $\varepsilon/\sigma\ge2$ exceeds $x_0$. The usual lower bound on the band energy assumes occupations between 0 and 1, so it does not apply.

The free energies differ because of (11). Integrating $\mu\,dN_e$ by parts between two solutions, where $h=0$, gives

$$\mathcal F(\mu_b)-\mathcal F(\mu_a)=-\int_{\mu_a}^{\mu_b}h(\mu)\,d\mu. \tag{19}$$

Between midgap and the upper solution $h<0$, so the upper one has the higher free energy, by $1.621-0.114=1.507$ meV. Its band energy is nevertheless slightly lower. Ranking by $E$ and ranking by $\mathcal F$ thus select different solutions.

## Consequences for an implementation

Bisection finds a sign change inside its bracket, and different brackets can return different Fermi levels. An update that raises $\mu$ whenever electrons are missing moves away from a solution with negative slope, such as midgap here. A jump between solutions during self-consistency changes the occupations and in general $\mathcal F$; here $\mathcal F$ changes between midgap and an outer solution, but not between the two mirror-image outer ones.

- For a known insulator, use fixed occupations of 0 and 1. This removes the difficulty at its source.
- If the system may be metallic or gapped, first solve with $N=0$, whose root is unique in exact arithmetic. Then scan $h(\mu)$ for the chosen $N$ over the whole gap up to the band edges, and report multiple sign changes. When the gap is many $\sigma$ wide, $h$ falls to rounding level near midgap (for this chain over about 0.2 eV at $\sigma=0.1$ eV and 0.7 eV at $\sigma=0.05$ eV). There the $N=0$ root is numerically undetermined, and sign changes must be judged against a tolerance.
- If one solution must be selected, state the rule and apply it at every step. The lowest $\mathcal F$ is one such rule; it selects midgap in this example with $N=1$. It need not give a single answer. For $N=2$ and the same $\sigma$ the slope at midgap is positive, so by (19) the neighbouring solutions lie lower, and the minimum is shared by the mirror pair at $\pm0.132$ eV.
- For a metal, compare several $\sigma$ on converged meshes. Failure to approach the order in (10) indicates structure in $g$ near $\mu$, a vanishing coefficient, an unconverged mesh or rounding error.

The numerical check compares these formulas with direct sums, quadrature and root searches.

## Numbers as computed

```
Occupation function, x = (energy - mu)/sigma
N=1 zero of occupation at x = 0.8419
N=1 minimum at x = 1.2247
N=1 lowest, highest occupation: -0.0355, 1.0355
N=2 lowest, highest occupation: -0.0516, 1.0516
Number error / (g0 sigma), step in density of states at mu
  N=0: 0.2821
  N=1: 0.1410
  N=2: 0.1058
Metal: hopping 1.0 eV, filling 0.4 per spin
exact Fermi level -0.618034 eV
exact band energy -0.605461 eV per site and spin
density of states at Fermi level 0.16735 1/eV
N=0 E error, sigma 0.10 eV: 4.189e-04 eV
N=0 E error, sigma 0.05 eV: 1.046e-04 eV
  leading formula there: 1.046e-04 eV
  free-energy error there: -1.046e-04 eV
  observed order in sigma: 2.001
N=1 E error, sigma 0.10 eV: -5.776e-07 eV
N=1 E error, sigma 0.05 eV: -3.579e-08 eV
  leading formula there: -3.568e-08 eV
  free-energy error there: 1.192e-08 eV
  observed order in sigma: 4.013
N=2 E error, sigma 0.10 eV: 3.386e-09 eV
N=2 E error, sigma 0.05 eV: 5.159e-11 eV
  leading formula there: 5.116e-11 eV
  free-energy error there: -1.029e-11 eV
  observed order in sigma: 6.036
Mesh error of electron number, 211 k-points
  sharp step: 2.844e-03
  N=0, sigma 0.04 eV: 2.140e-05 (formula 2.090e-05)
  N=1, sigma 0.04 eV: 1.257e-04 (formula 1.238e-04)
  N=2, sigma 0.04 eV: 3.802e-04 (formula 3.770e-04)
Two levels, N=1: threshold gap/sigma = 2.4495
Fermi levels at gap = 8 sigma, N=0,1,2,3: 1 3 5 7
Insulator: hoppings 1.3, 0.7 eV; sigma 0.3 eV
gap 1.200 eV, gap/sigma 4.000
filled valence band energy -1.396079 eV per cell and spin
N=1 slope dN/dmu at midgap -0.01849 1/eV
N=1 Fermi level -0.41651 eV (midgap = 0)
  lowest, highest occupation -0.00001, 1.03546
  E, free energy minus filled band: -0.001011, 0.001621 eV
N=1 Fermi level 0.00000 eV (midgap = 0)
  lowest, highest occupation -0.00799, 1.00799
  E, free energy minus filled band: -0.000995, 0.000114 eV
N=1 Fermi level 0.41651 eV (midgap = 0)
  lowest, highest occupation -0.03546, 1.00001
  E, free energy minus filled band: -0.001011, 0.001621 eV
```
